# Hellmann-Feynman and Pulay forces for H2+ in a minimal basis

**Setting.** The hydrogen molecular ion is described with clamped nuclei. Nucleus A is fixed at the origin, and nucleus B lies on the $z$ axis at distance $R$. Atomic units are used, and the main forces are also given in eV/Å. The Hamiltonian is

$$H=H_{el}+\frac1R,\qquad H_{el}=-\tfrac12\nabla^2-\frac1{r_A}-\frac1{r_B}.$$

The basis holds one 1s function on each nucleus, $\varphi_A=\sqrt{\zeta^3/\pi}\,e^{-\zeta r_A}$ and likewise $\varphi_B$, with an exponent $\zeta$ that does not change with $R$. The bonding orbital is $\psi=c(\varphi_A+\varphi_B)$. Write $w=\zeta R$, $z_B=z-R$, and a prime for $d/dR$. The force on B is $F=-E'$, so a positive force is repulsive. Here $E(R)$ is the energy curve of this basis, which is not the true curve of the ion.

## (a) The energy

**Question.** Find $E(R)$ in closed form.

**Answer.** Three integrals are needed:

$$S=\langle A|B\rangle,\quad J=\langle A|1/r_B|A\rangle,\quad K=\langle A|1/r_B|B\rangle .$$

For $S$ and $K$ use $\lambda=(r_A+r_B)/R\ge1$ and $\mu=(r_A-r_B)/R\in[-1,1]$, with volume element $\frac{R^3}{8}(\lambda^2-\mu^2)\,d\lambda\,d\mu\,d\phi$. Since $\varphi_A\varphi_B=(\zeta^3/\pi)e^{-w\lambda}$,

$$S=\frac{w^3}{2}\int_1^\infty e^{-w\lambda}\left(\lambda^2-\tfrac13\right)d\lambda=e^{-w}\left(1+w+\frac{w^2}{3}\right).$$

With $1/r_B=2/[R(\lambda-\mu)]$, one factor of the volume element cancels:

$$K=\frac{\zeta^3R^2}{2}\int_1^\infty e^{-w\lambda}\,2\lambda\,d\lambda=\zeta e^{-w}(1+w).$$

$J$ is the potential at distance $R$ from a spherical charge of density $(\zeta^3/\pi)e^{-2\zeta r}$. The charge inside $R$ acts from the centre, and each outer shell contributes its charge divided by its radius:

$$J=\frac{1-e^{-2w}(1+2w+2w^2)}{R}+\zeta e^{-2w}(1+2w)=\frac1R-e^{-2w}\left(\zeta+\frac1R\right).$$

For the kinetic energy, $-\frac12\nabla^2\varphi_A=(-\zeta^2/2+\zeta/r_A)\varphi_A$. With $\langle A|1/r_A|A\rangle=\zeta$ this gives

$$H_{AA}=\frac{\zeta^2}{2}-\zeta-J,\qquad H_{AB}=-\frac{\zeta^2}{2}S+(\zeta-2)K.$$

Normalisation requires $2c^2(1+S)=1$. Reflection symmetry gives $H_{BB}=H_{AA}$, so

$$\varepsilon=\frac{H_{AA}+H_{AB}}{1+S},\qquad E=\varepsilon+\frac1R .$$

## (b) Splitting the derivative

**Question.** Separate $E'$ into the expectation value of $\partial H/\partial R$ and a remainder. When does the remainder vanish?

**Answer.** Let $\psi=\sum_ic_i\varphi_i$ with real coefficients obeying $\sum_jH_{ij}c_j=\varepsilon\sum_jS_{ij}c_j$ and $\sum_{ij}c_ic_jS_{ij}=1$. Differentiating $\varepsilon=\sum_{ij}c_ic_jH_{ij}$ and using the secular equation,

$$\varepsilon'=2\varepsilon\sum_{ij}c_i'S_{ij}c_j+\sum_{ij}c_ic_jH_{ij}' .$$

The derivative of the normalisation condition is $2\sum_{ij}c_i'S_{ij}c_j=-\sum_{ij}c_ic_jS_{ij}'$. The coefficient derivatives therefore drop out:

$$\varepsilon'=\sum_{ij}c_ic_j\left(H_{ij}'-\varepsilon S_{ij}'\right).$$

Each matrix element changes through the operator and through the functions. Here $\varphi_B$ is the one function that moves. Since $\partial r_B/\partial R=-z_B/r_B$,

$$\chi\equiv\frac{\partial\varphi_B}{\partial R}=\zeta\frac{z_B}{r_B}\varphi_B .$$

This function is bounded but depends on direction at B. Its radial derivative is bounded too, so the surface term from a small sphere of radius $r$ around B is at most of order $r^2$. It vanishes as $r\to0$, and $H_{el}$ may still be moved from one side of the matrix element to the other. Hence

$$E'=\left\langle\psi\left|\frac{\partial H}{\partial R}\right|\psi\right\rangle+2c\,\langle\chi|H_{el}-\varepsilon|\psi\rangle .$$

Minus the first term is the Hellmann-Feynman force $F_{HF}$. Minus the second is the Pulay force $F_P$. The second term vanishes if $\psi$ is an eigenfunction of $H_{el}$, if the basis functions do not move, or if the residual $(H_{el}-\varepsilon)\psi$ happens to be orthogonal to $\chi$. The secular equation makes the residual orthogonal to $\varphi_A$ and $\varphi_B$, but $\chi$ is not a combination of these.

## (c) The Hellmann-Feynman force

**Question.** Evaluate $F_{HF}$ in closed form.

**Answer.** From $\partial(1/r_B)/\partial R=z_B/r_B^3$,

$$F_{HF}=\frac1{R^2}+\left\langle\psi\left|\frac{z_B}{r_B^3}\right|\psi\right\rangle .$$

This is the classical force from nucleus A and the electron cloud. The $BB$ element is zero by parity about B. The $AA$ element is $J'$, because $\varphi_A$ is fixed and the operator alone moves:

$$J'=-\frac1{R^2}+e^{-2w}\left(\frac1{R^2}+\frac{2\zeta}{R}+2\zeta^2\right).$$

The cross element $M=\langle A|z_B/r_B^3|B\rangle$ needs more work. From $z_B=(r_A^2-r_B^2-R^2)/(2R)=R(\lambda\mu-1)/2$ and $r_B=R(\lambda-\mu)/2$,

$$M=\zeta^3R\int_1^\infty e^{-w\lambda}g(\lambda)\,d\lambda,\qquad g=\int_{-1}^{1}\frac{(\lambda\mu-1)(\lambda+\mu)}{(\lambda-\mu)^2}\,d\mu .$$

Put $t=\lambda-\mu$. The numerator becomes $2\lambda(\lambda^2-1)-(3\lambda^2-1)t+\lambda t^2$. Over $t$ from $\lambda-1$ to $\lambda+1$, the integrals of $t^{-2}$, $t^{-1}$ and $1$ are $2/(\lambda^2-1)$, $L=\ln\frac{\lambda+1}{\lambda-1}$ and $2$. Thus

$$g=6\lambda-(3\lambda^2-1)L .$$

Let $I(w)=\int_1^\infty e^{-w\lambda}L\,d\lambda$. Integrating the $\ln(\lambda+1)$ part by parts gives $[e^{-w}\ln2+e^wE_1(2w)]/w$, where $E_1(x)=\int_x^\infty e^{-t}dt/t$. The $\ln(\lambda-1)$ part is $-e^{-w}(\gamma+\ln w)/w$, where $\gamma$ is Euler's constant. Therefore

$$I=\frac{P+N}{w},\quad P=e^{-w}(\gamma+\ln2w),\quad N=e^wE_1(2w).$$

Differentiation with respect to $w$ gives $dP/dw=-P+e^{-w}/w$ and $dN/dw=N-e^{-w}/w$. So $P+N$ has first derivative $N-P$ and second derivative $P+N-2e^{-w}/w$, and

$$\frac{d^2I}{dw^2}=\frac{P+N}{w}-\frac{2e^{-w}}{w^2}-\frac{2(N-P)}{w^2}+\frac{2(P+N)}{w^3}.$$

A factor $\lambda^2$ under the integral is produced by $d^2/dw^2$, so

$$\int_1^\infty e^{-w\lambda}g\,d\lambda=\frac{6e^{-w}(1+w)}{w^2}-3\frac{d^2I}{dw^2}+I$$

$$=\frac{6e^{-w}(2+w)}{w^2}-\frac{2}{w^3}\left[(w^2+3w+3)P+(w^2-3w+3)N\right].$$

Let $s(x)=e^{-x}(1+x+x^2/3)$, so that $S=s(w)$. The two polynomials combine with the exponentials in $P$ and $N$ into $3s(w)$ and $3s(-w)$. Multiplying by $\zeta^3R=\zeta^2w$,

$$M=6\zeta^2\left\{e^{-w}\left(1+\frac2w\right)-\frac{s(w)(\gamma+\ln2w)+s(-w)E_1(2w)}{w^2}\right\}.$$

Finally $c^2(J'+2M)=(J'/2+M)/(1+S)$, so

$$F_{HF}=\frac1{R^2}+\frac{J'/2+M}{1+S}.$$

## (d) The Pulay force and the sum

**Question.** Evaluate $F_P$, and show that $F_{HF}+F_P=-E'$ by comparison with the energy of part (a).

**Answer.** The elements with $\chi$ follow from derivatives of known integrals:

- $\langle\chi|A\rangle=S'$, and $\langle\chi|B\rangle=0$ by parity about B.
- $\langle\chi|1/r_A|A\rangle=K'$, since in $\langle B|1/r_A|A\rangle=K$ nothing but $\varphi_B$ moves.
- $\langle\chi|1/r_B|A\rangle=K'-M$, since in $\langle B|1/r_B|A\rangle=K$ both $\varphi_B$ and the operator move, and the operator contributes $M$.
- $\langle\chi|1/r_A|B\rangle=J'/2$, since $\langle B|1/r_A|B\rangle=J$ contains $\varphi_B$ twice.

Here $S'=-\zeta e^{-w}(w+w^2)/3$ and $K'=-\zeta^2we^{-w}$. Acting on $\varphi_A$,

$$H_{el}\varphi_A=\left(-\frac{\zeta^2}{2}+\frac{\zeta-1}{r_A}-\frac1{r_B}\right)\varphi_A,$$

$$\langle\chi|H_{el}|A\rangle=-\frac{\zeta^2}{2}S'+(\zeta-1)K'-(K'-M)=-\frac{\zeta^2}{2}S'+(\zeta-2)K'+M .$$

In $H_{el}\varphi_B$ the terms spherical about B give zero by parity, which leaves $\langle\chi|H_{el}|B\rangle=-J'/2$. With $2c^2=1/(1+S)$ and the minus sign of the force,

$$F_P=\frac{\frac{\zeta^2}{2}S'-(\zeta-2)K'-M+\frac{J'}2+\varepsilon S'}{1+S}.$$

In the sum, $M$ cancels and the two halves of $J'$ add:

$$F_{HF}+F_P=\frac1{R^2}+\frac{\frac{\zeta^2}{2}S'-(\zeta-2)K'+J'+\varepsilon S'}{1+S}.$$

Part (a) gives $H_{AA}'=-J'$ and $H_{AB}'=-\frac{\zeta^2}{2}S'+(\zeta-2)K'$, so

$$F_{HF}+F_P=\frac1{R^2}-\frac{H_{AA}'+H_{AB}'-\varepsilon S'}{1+S}.$$

Differentiating $\varepsilon(1+S)=H_{AA}+H_{AB}$ shows that the last fraction is $\varepsilon'$. The right side is therefore $1/R^2-\varepsilon'=-E'$, as required. The integral $M$, with its logarithm and exponential integral, belongs to the separate forces and is absent from the energy slope.

## (e) Numbers at 2 bohr

**Question.** Evaluate the forces for $R=2$ bohr and $\zeta=1$.

**Answer.** The integrals are $S=0.58645$, $J=0.47253$, $K=0.40601$ and $M=-0.11720$. The derivatives are $S'=K'=-0.27067$ and $J'=-0.19047$. The energy is

$$\varepsilon=\frac{-0.97253-0.69923}{1.58645}=-1.05377,\qquad E=-0.55377\ \text{hartree}.$$

The Hellmann-Feynman force, in hartree/bohr, is

$$F_{HF}=0.25000+\frac{-0.09524-0.11720}{1.58645}=0.25000-0.13391=0.11609 .$$

The five terms of the Pulay numerator, in the order of the formula, give

$$F_P=\frac{-0.13534+0.27067\,(-1)+0.11720-0.09524+0.28523}{1.58645}=-0.06229 .$$

The sum is $0.05380$ hartree/bohr. A finite difference of the energy, obtained by diagonalizing numerically integrated matrices, gives the same $0.05380$. In the other unit the forces are

$$F_{HF}=5.970,\quad F_P=-3.203,\quad F=2.767\ \text{eV/Å}.$$

The Hellmann-Feynman force alone is thus about 2.2 times the force $-E'$ of this energy curve. The overlap term $\varepsilon S'/(1+S)$ contributes $+0.17979$ hartree/bohr to $F_P$. Without it the total would be $-0.12598$, which has the wrong sign.

## (f) Limits and the missing bond

**Question.** Find both forces for large and small $R$. Would the Hellmann-Feynman force alone give a bond?

**Answer.** For $w\gg1$, the quantities $S$, $S'$, $K'$ and $M$ are exponentially small and $J'\to-1/R^2$. Hence

$$F_{HF}\to\frac1{R^2}-\frac1{2R^2}=\frac1{2R^2},\qquad F_P\to-\frac1{2R^2}.$$

Half of the electron density lies on A and screens that nucleus. The other half lies on B as a sphere centred on its own nucleus, on which it exerts no force. That leaves half of the bare repulsion.

A real atom at B would polarise. Treat it as a stationary state in the weak field of A, neglecting tunnelling. The mean force on its electron is then zero, so nucleus B must pull the electron away from A as strongly as A attracts it, by about $1/R^2$. By reaction the electron pulls B towards A with $1/R^2$ and cancels the repulsion to this order. A fixed 1s function cannot shift in this way, and the Pulay term supplies the missing pull.

At 12 bohr the minimal basis gives $F_{HF}=0.003458$ but a total of $-0.000044$ hartree/bohr. A nearly complete basis, described in part (g), gives $F_{HF}=-0.000089$ there. The minimal-basis total is attractive too, but only half as large. At this distance tunnelling is not yet negligible. Of the nearly exact $-0.000089$, about $-0.000051$ comes from the gerade-ungerade splitting and about $-0.000039$ from polarisation. The polarisation argument explains the cancellation of the $1/(2R^2)$ term, not the whole of the small remainder.

For $R\to0$ at fixed $\zeta$, both functions become the same sphere about one centre. Parity then sends $J'$ and $M$ to zero, and $S'$ and $K'$ vanish by their formulas. So $F_P\to0$, while $F_{HF}$ approaches the nuclear repulsion $1/R^2$.

Between these limits, $F_{HF}$ for $\zeta=1$ was evaluated on a grid from 0.2 to 60 bohr and was positive at every point. The smallest value of $2R^2F_{HF}$ was 0.475, near 3.7 bohr. On this evidence the Hellmann-Feynman force alone gives no equilibrium. The energy curve does have a minimum, at $R=2.493$ bohr (1.319 Å). There $F_{HF}=+0.05534$ and $F_P=-0.05534$ hartree/bohr. A geometry search driven by $F_{HF}$ would leave this minimum with a repulsive force of 2.85 eV/Å.

## (g) Better wavefunctions and the real ion

**Question.** Does optimising $\zeta$ at each $R$ remove the Pulay force? How far is the model from the real ion?

**Answer.** Let $\zeta(R)$ minimise $E(R,\zeta)$. Then

$$\frac{d}{dR}E(R,\zeta(R))=\frac{\partial E}{\partial R}+\frac{\partial E}{\partial\zeta}\frac{d\zeta}{dR}=\frac{\partial E}{\partial R},$$

because $\partial E/\partial\zeta=0$. The formulas above therefore hold with the optimised exponent inserted. The response of the exponent costs nothing, but the function still moves with its nucleus. At 2 bohr the optimum is $\zeta=1.2387$, with

$$F_{HF}=0.08673,\quad F_P=-0.08642,\quad F=0.00031\ \text{hartree/bohr}.$$

The Pulay force is larger in size than the $0.06229$ found for $\zeta=1$, although the energy is lower by construction. A better energy therefore does not guarantee a smaller Pulay force. The Hellmann-Feynman force itself does improve, from $0.11609$ to $0.08673$, but it stays far from the nearly exact value of $-0.00029$ hartree/bohr given next.

A large basis in the coordinates $\lambda$ and $\mu$ removes nearly all of the basis error. At 2 bohr its Hellmann-Feynman force and its energy slope both give $-0.00029$ hartree/bohr. This agrees with part (b): the residual of a nearly exact eigenfunction is negligible, and so is its Pulay force.

This large-basis solution also measures the model against the ion. Its bond length is 1.997 bohr, so the fixed-exponent bond of 2.493 bohr is about 25% too long. Its well depth is 2.793 eV, and the model's 1.764 eV is about 37% too small. Both solutions clamp the nuclei and omit relativity. The largest effect of nuclear motion on the binding is the zero-point energy, about 0.144 eV in the harmonic estimate, which reduces the energy needed to dissociate the ion. It is much smaller than the basis error of about 1.03 eV.

Suppose the relaxation of an adsorbate on a surface is to stop once the forces fall below 0.03 eV/Å. The Pulay force of 3.2 eV/Å found here is about a hundred times larger. Its size is specific to this ion and basis and predicts nothing for other systems. For H$_2^+$ at 2 bohr it falls to about 0.1 eV/Å in a cc-pVTZ Gaussian basis. For atoms with core electrons it can be much larger even in good atom-centred bases: Hartree-Fock CO at 1.128 Å in cc-pVTZ has Pulay forces of about 9 eV/Å on C and 16 eV/Å on O. The condition from part (b) does carry over: when incomplete basis functions move with the atoms, the Pulay term must in general be included. Plane waves in a fixed cell do not move with the atoms, so the basis itself produces no such term in the atomic forces. This covers norm-conserving pseudopotentials. In ultrasoft and PAW schemes the overlap operator moves with the atoms, and a term of the form $\varepsilon\,\partial S/\partial R$ must still be included.

The numerical output lists the integrals, energies and forces of part (e) in atomic units to six decimals.

## Computed results

```
R: 2.0 bohr
zeta: 1.0 1/bohr
S: 0.586453
J: 0.472527 hartree
K: 0.406006 hartree
M: -0.117199 hartree/bohr
dS/dR: -0.270671 1/bohr
dJ/dR: -0.190474 hartree/bohr
dK/dR: -0.270671 hartree/bohr
eps: -1.053771 hartree
E: -0.553771 hartree
nuclear repulsion force: 0.250000 hartree/bohr
electron force on B: -0.133906 hartree/bohr
F_HF: 0.116094 hartree/bohr
F_Pulay: -0.062289 hartree/bohr
eps*dS/(1+S) part of F_Pulay: 0.179788 hartree/bohr
F_HF + F_Pulay: 0.053804 hartree/bohr
-dE/dR, finite difference: 0.053804 hartree/bohr
F_HF: 5.970 eV/angstrom
F_Pulay: -3.203 eV/angstrom
F total: 2.767 eV/angstrom
model R_eq: 2.4928 bohr
model R_eq: 1.3191 angstrom
F_HF at model R_eq: 0.055338 hartree/bohr
F_HF at model R_eq: 2.846 eV/angstrom
F_Pulay at model R_eq: -0.055338 hartree/bohr
scan start: 0.2 bohr
scan end: 60.0 bohr
smallest 2R^2 F_HF in scan: 0.4747
R of that smallest value: 3.69 bohr
2R^2 F_HF at 30 bohr: 1.000000
2R^2 F_Pulay at 30 bohr: -1.000000
minimal-basis F_HF at 12 bohr: 0.003458 hartree/bohr
minimal-basis F total at 12 bohr: -0.000044 hartree/bohr
reference F_HF at 12 bohr: -0.000089 hartree/bohr
optimised zeta at 2 bohr: 1.2387 1/bohr
F_HF, optimised zeta: 0.086733 hartree/bohr
F_Pulay, optimised zeta: -0.086423 hartree/bohr
F total, optimised zeta: 0.000310 hartree/bohr
reference E at 2 bohr: -0.602634 hartree
reference F_HF at 2 bohr: -0.00029 hartree/bohr
reference -dE/dR at 2 bohr: -0.00029 hartree/bohr
reference R_eq: 1.997 bohr
model well depth: 1.764 eV
reference well depth: 2.793 eV
harmonic zero-point energy: 0.144 eV
```
